\section*{The Bethe Logarithm of the Hydrogen Ground State}

\section*{Problem}

Hartree atomic units are used. The model is nonrelativistic hydrogen with a point nucleus of infinite mass, $H=p^2/2-1/r$, with ground state $\psi=e^{-r}/\sqrt\pi$ and $E_1=-\tfrac12$. For an eigenstate of energy $E$ let $\Delta E=E-E_1$, and let $x=2\Delta E$ be the excitation energy in rydberg ($1\,\mathrm{Ry}=\tfrac12$ hartree). The Bethe logarithm is
\begin{equation}
\ln k_0=\sum w\ln x,\qquad w=\frac{|\langle E|\mathbf p|1S\rangle|^2\,\Delta E}{D},\qquad D=\sum|\langle E|\mathbf p|1S\rangle|^2\,\Delta E .
\end{equation}
The sums run over bound and continuum states; $|\langle E|\mathbf p|1S\rangle|^2$ includes the three Cartesian components and all magnetic substates.

(a) Find $D$ and the weights in closed form. (b) Compute $\ln k_0$ to nine decimals by summing the discrete states and integrating over the continuum. (c) Give the fraction carried by the continuum, of the weight and of $\ln k_0$ itself.

\section*{Hints}

\begin{enumerate}
\item $\mathbf p\psi$ is a pure $l=1$ function. Completeness gives $D$ without any spectrum.
\item Bound and continuum $P$ waves solve one Kummer equation, and both matrix elements are Laplace transforms.
\item Expand $n^3w_n$ in $1/n^2$ to sum the Rydberg tail. Map large $k$ to small $\eta=1/k$.
\item Look at the sign of $\ln x$ for a bound state.
\end{enumerate}

\section*{Solution}

\subsection*{Radial reduction and the denominator}

Since $\nabla\psi=-\hat{\mathbf r}\psi$, we have $\mathbf p\psi=i\hat{\mathbf r}\,(g/r)\,Y_{00}$ with $g=2re^{-r}$. Each $\hat r_jY_{00}$ lies entirely in $l=1$, so $\sum_{j,m}|\langle Y_{1m}|\hat r_jY_{00}\rangle|^2=\sum_j\int\hat r_j^2|Y_{00}|^2d\Omega=1$. For a real normalized radial $P$ function $u$,
\begin{equation}
|\langle E|\mathbf p|1S\rangle|^2=\Big(\int_0^\infty u\,g\,dr\Big)^2 .
\end{equation}
The radial Hamiltonian for $l=1$ is $H_1=H_0+1/r^2$ with $H_0=-\tfrac12\partial_r^2-1/r$, and $(H_0-E_1)g=0$ because $g$ is the $1S$ radial function. Completeness of the $P$ states gives
\begin{equation}
D=\int_0^\infty g\,(H_1-E_1)\,g\,dr=\int_0^\infty\frac{g^2}{r^2}\,dr=4\int_0^\infty e^{-2r}dr=2=2\pi|\psi(0)|^2 .
\end{equation}
$D$ is a squared momentum times an energy, so its unit is hartree\,bohr$^{-2}$. With one more power of $\Delta E$ the sum would be $\int g^2r^{-4}dr$, which diverges at $r=0$. The mean of $x$ over $w$ is therefore infinite, and the weight must have a slowly falling high-energy tail.

\subsection*{The $P$-wave equation}

Put $E=-\kappa^2/2$ and $u=r^2e^{-\kappa r}v(y)$, $y=2\kappa r$. Using $(r^2e^{-\kappa r})'=(2r-\kappa r^2)e^{-\kappa r}$ and $(r^2e^{-\kappa r})''=(2-4\kappa r+\kappa^2r^2)e^{-\kappa r}$,
\begin{equation}
u''-\frac{2u}{r^2}-\kappa^2u=2\kappa\,r\,e^{-\kappa r}\big[yv''+(4-y)v'-2v\big].
\label{eq:op}
\end{equation}
The Schr\"odinger equation sets the left side equal to $-2u/r=-2re^{-\kappa r}v$, so $yv''+(4-y)v'-av=0$ with $a=2-1/\kappa$. The regular solution is Kummer's function $M(a,4,y)$. It is a polynomial, proportional to $L^3_m(y)$, when $a=-m$, that is $\kappa=1/n$ with $n=m+2$.

\subsection*{Bound weights}

Define $S_m=r^2e^{-\kappa r}L^3_m(2\kappa r)$ for any $\kappa>0$, and $c_m=(m+3)!/m!$. The generating function is $\sum_mL^3_m(y)\tau^m=(1-\tau)^{-4}e^{-y\tau/(1-\tau)}$. Multiplying by $y^3e^{-sy}$ and integrating gives $6[s(1-\tau)+\tau]^{-4}=6s^{-4}[1-\tau(s-1)/s]^{-4}$, and the binomial coefficient satisfies $6\binom{m+3}{3}=c_m$, so
\begin{equation}
\int_0^\infty y^3e^{-sy}L^3_m\,dy=c_m\frac{(s-1)^m}{s^{m+4}} .
\end{equation}
For the overlap with $g$, $s=(1+\kappa)/2\kappa$, so $(s-1)/s=(1-\kappa)/(1+\kappa)\equiv q$ and $2\kappa s=1+\kappa$:
\begin{equation}
O_m=\int_0^\infty S_m\,g\,dr=\frac{2}{(2\kappa)^4}\,c_m\frac{q^m}{s^4}=\frac{2c_mq^m}{(1+\kappa)^4}.
\label{eq:O}
\end{equation}
In a product of two generating functions with $e^{-y}$, the decay constant is $1+\frac{\tau}{1-\tau}+\frac{\sigma}{1-\sigma}=\frac{1-\tau\sigma}{(1-\tau)(1-\sigma)}$. With $y^3$ the integral is $6(1-\tau\sigma)^{-4}$; with $y^4$ it is $24(1-\tau)(1-\sigma)(1-\tau\sigma)^{-5}$, whose diagonal part is $24(1+\tau\sigma)(1-\tau\sigma)^{-5}$ with coefficient $24[\binom{m+4}{4}+\binom{m+3}{4}]=c_m(m+4)+c_mm$. Hence
\begin{equation}
\int_0^\infty\frac{S_mS_{m'}}{r}dr=\frac{c_m\delta_{mm'}}{(2\kappa)^4},\qquad\int_0^\infty S_m^2dr=\frac{c_m(2m+4)}{(2\kappa)^5}.
\label{eq:norm}
\end{equation}
For $\kappa=1/n$ and $m=n-2$: $c_m=n(n^2-1)$, $q=(n-1)/(n+1)$, $2m+4=2n$. Then
\begin{align}
|\langle nP|\mathbf p|1S\rangle|^2&=\frac{4c_mq^{2n-4}n^8}{(n+1)^8}\cdot\frac{32}{n^5\cdot2n}=\frac{64\,n^3(n^2-1)\,q^{2n-4}}{(n+1)^8},\\
w_n&=\frac{64n^3(n^2-1)q^{2n-4}}{(n+1)^8}\cdot\frac{n^2-1}{4n^2}=\frac{16\,n\,(n-1)^{2n-2}}{(n+1)^{2n+2}},
\end{align}
where $\Delta E/D=x_n/4$ and $x_n=1-1/n^2$.

\subsection*{Continuum weight}

For $E=k^2/2$ take $\kappa=ik$, so $a=2+i/k$ and $4-a=a^*$. Write $u=A\,C\,(kr)^2e^{-ikr}M(a,4,2ikr)$, where $C$ gives unit amplitude at large $r$ and $A$ normalizes in energy. Euler's integral, valid since $\mathrm{Re}\,a=2$, is
\begin{equation}
M(a,4,y)=\frac{6}{\Gamma(a)\Gamma(a^*)}\int_0^1e^{yv}v^{a-1}(1-v)^{a^*-1}dv .
\end{equation}
For imaginary $y$ the substitution $v\to1-v$ turns $e^{-y/2}M$ into its complex conjugate, so $u$ is real and the two endpoints contribute conjugate terms at large $r$. Near $v=0$ the integral is $\int_0^\infty e^{yv}v^{a-1}dv=\Gamma(a)(-y)^{-a}$, by rotating the contour. With $-y=2kr\,e^{-i\pi/2}$, $|(-y)^{-a}|=(2kr)^{-2}e^{-\pi/2k}$. The two terms of $(kr)^2e^{-ikr}M$ add to a sinusoid of amplitude $2\cdot\tfrac64e^{-\pi/2k}/|\Gamma(a)|$, so $C=e^{\pi\eta/2}|\Gamma(2+i\eta)|/3$ with $\eta=1/k$. The recurrence and reflection formulas give $|\Gamma(2+i\eta)|^2=(1+\eta^2)\pi\eta/\sinh\pi\eta$, hence
\begin{equation}
C^2=\frac{1+k^2}{9k^2}\,\frac{2\pi/k}{1-e^{-2\pi/k}} .
\end{equation}
The singular part of $\int u_ku_{k'}dr$ comes from large $r$, where the local wave number tends to $k$: it is $\tfrac12A^2\int_0^\infty\cos[(k-k')r]dr=\tfrac\pi2A^2\delta(k-k')=\tfrac\pi2A^2k\,\delta(E-E')$. Therefore $A^2=2/\pi k$.

For the overlap, integrate $M(a,4,cr)=\sum_j(a)_j(cr)^j/[(4)_jj!]$ term by term with $\int r^{3+j}e^{-sr}dr=6(4)_j/s^{4+j}$:
\begin{equation}
\int_0^\infty r^3e^{-sr}M(a,4,cr)\,dr=6s^{-4}(1-c/s)^{-a}.
\end{equation}
Here $s=1+ik$ and $c=2ik$. The series needs $|c|<|s|$, but Euler's integral shows that the left side is analytic along $c=2i\lambda k$, $0\le\lambda\le1$, because $\mathrm{Re}(s-cv)=1$. Along this path the phase of $1-c/s$ runs continuously from $0$ to $-2\theta$, $\theta=\arctan k$, and ends at $(1-ik)/(1+ik)=e^{-2i\theta}$. Thus $(1-c/s)^{-a}=e^{4i\theta}e^{-2\theta/k}$, and
\begin{equation}
\frac{d|\mathbf p|^2}{dE}=A^2C^2k^4\,\frac{(2\cdot6)^2e^{-4\theta/k}}{(1+k^2)^4}=\frac{64\,e^{-4\theta/k}}{(1+k^2)^3(1-e^{-2\pi/k})},
\end{equation}
since $\frac{2}{\pi k}\cdot\frac{2\pi}{k}\cdot\frac{k^4}{9k^2}\cdot144=64$. Multiplying by $x/4$ with $x=1+k^2$,
\begin{equation}
\frac{dw}{dE}=\frac{16\,e^{-4\arctan k/k}}{(1+k^2)^2(1-e^{-2\pi/k})},\qquad dE=k\,dk .
\label{eq:dw}
\end{equation}
At $k=1$ bohr$^{-1}$ this is $0.1731791$ hartree$^{-1}$; numerical integration of the radial equation gives the same seven digits.

\subsection*{Discrete sum}

Because $q^{2n}=e^{-4n\,\mathrm{artanh}(1/n)}$, with $\epsilon=1/n^2$,
\begin{equation}
n^3w_n=16(1-\epsilon)^{-2}e^{-4(1+\epsilon/3+\epsilon^2/5+\dots)}=G_0\,e^{2\epsilon/3+\epsilon^2/5+\dots},\qquad G_0=16e^{-4},
\end{equation}
using $-2\ln(1-\epsilon)=2\epsilon+\epsilon^2+\dots$. Expanding, with $\tfrac15+\tfrac29=\tfrac{19}{45}$, $\ln x_n=-\epsilon(1+\epsilon/2+\dots)$ and $\tfrac23+\tfrac12=\tfrac76$,
\begin{equation}
w_n=G_0\big[n^{-3}+\tfrac23n^{-5}+\tfrac{19}{45}n^{-7}+\dots\big],\qquad w_n\ln x_n=-G_0\big[n^{-5}+\tfrac76n^{-7}+\dots\big].
\end{equation}
The level spacing is $dE/dn=n^{-3}$, so $n^3w_n$ is a weight per unit energy. Its limit $G_0=0.2930502$ hartree$^{-1}$ equals the $k\to0$ limit of \eqref{eq:dw}: the density is continuous across threshold.

The first terms are $w_2=32/729=0.0438957$, $w_3=0.0117188$, $w_4=0.0047776$, $w_5=0.0024085$, with $w_n\ln x_n=-0.0126280$, $-0.0013803$, $-0.0003083$, $-0.0000983$. The terms to $N=100$ are added explicitly. The rest use $\sum_{n>N}n^{-s}=\zeta(s,N+1)$, and the omitted $n^{-9}$ terms sum to order $N^{-8}$:
\begin{align}
W_d&=0.0676433067+0.0000145072=0.0676578139,\\
L_d&=-0.014494880955-0.000000000718=-0.014494881673 .
\end{align}
$L_d$ is negative because $x_n<1$ for every bound state.

\subsection*{Continuum integral}

For large $k$ use $\eta=1/k$. Then $k\,|dk|=\eta^{-3}d\eta$ and $(1+k^2)^{-2}=\eta^4(1+\eta^2)^{-2}$, so
\begin{equation}
dw=\frac{16\,\eta\,e^{-4\eta\arctan(1/\eta)}}{(1+\eta^2)^2(1-e^{-2\pi\eta})}\,d\eta,\qquad\ln x=\ln(1+\eta^{-2}).
\end{equation}
The infinite range becomes finite with an integrable logarithm at $\eta=0$, which tanh-sinh quadrature handles. The contributions by range of $k$ (bohr$^{-1}$) are:
\begin{center}
\begin{tabular}{ccc}
$k$ & $\int dw$ & $\int\ln x\,dw$\\
0--1 & 0.1117090863 & 0.0397866920\\
1--3 & 0.2890747810 & 0.4327056577\\
3--10 & 0.3127913409 & 1.0458996156\\
10--100 & 0.1936977365 & 1.1988018417\\
100--$\infty$ & 0.0250692414 & 0.2814296304\\
sum & 0.9323421861 & 2.9986234374
\end{tabular}
\end{center}
The sums are $W_c$ and $L_c$.

As $\eta\to0$, $e^{-4\eta\arctan(1/\eta)}\simeq1-2\pi\eta$ and $(1-e^{-2\pi\eta})^{-1}\simeq(1+\pi\eta)/2\pi\eta$, so $dw\simeq(8/\pi)(1-\pi\eta)\,d\eta$, which is $(8/\pi)\,dk/k^2$ at leading order. This is the tail that makes the mean of $x$ diverge. With $\ln x\simeq-2\ln\eta$ and $-\int_0^{1/K}\ln\eta\,d\eta=(\ln K+1)/K$, a cutoff at $k=K\gg1$ loses
\begin{equation}
\delta W\simeq\frac{8}{\pi K}\Big(1-\frac{\pi}{2K}\Big),\qquad\delta L\simeq\frac{16(\ln K+1)}{\pi K}.
\end{equation}
At $K=1000$ the true losses are $0.0025425$ and $0.0402147$, against leading-order estimates $0.0025465$ and $0.0402739$. The weight estimate is high by $0.16\,\%$ of the true loss, as the factor $\pi/2K$ predicts. Truncation there changes the second decimal of $\ln k_0$. For $k$ of order $1/\alpha\sim10^2$ a real electron is relativistic, so this tail is a property of the model; $\ln k_0$ is defined by the nonrelativistic sum.

\subsection*{Result}

\begin{equation}
\ln k_0=L_c+L_d=2.99862343744-0.01449488167=2.98412855577\approx2.984128556,
\end{equation}
so $k_0=19.769267$ Ry $=9.884633$ hartree $=269.0$ eV. This is about twenty times the ionization energy. The states with $k>10$ hold $0.1937+0.0251=0.2188$ of the weight and supply $1.1988+0.2814=1.4802$, about half of $\ln k_0$.

The continuum carries $W_c=93.234\,\%$ of the weight. Its share of the logarithm is
\begin{equation}
\frac{L_c}{\ln k_0}=\frac{2.998623437}{2.984128556}=100.486\,\%,
\end{equation}
above $100\,\%$ because the discrete share is $-0.486\,\%$.

Three sum rules test completeness and normalization. First, $W_d+W_c=1$. Second, $|\mathbf p|^2=wD/\Delta E=4w/x$ must sum to $\langle p^2\rangle=\int g^2dr=1$. Third, $[H,\mathbf r]=-i\mathbf p$ gives $|\mathbf p|^2=\Delta E^2|\mathbf r|^2$ and $[r_j,[H,r_j]]=1$ gives $\sum\Delta E|r_j|^2=\tfrac12$ per component, so $f=\tfrac23|\mathbf p|^2/\Delta E=16w/3x^2$ sums to one (Thomas--Reiche--Kuhn). The numerical check finds all three satisfied within $10^{-13}$. The factor $x^{-2}$ suppresses the tail, and the continuum holds only $0.4350$ of the oscillator strength.

\section*{Variation 1: another unit, another charge}

\emph{How do the two fractions change if $\Delta E$ is measured in units of $\lambda$ Ry, or if the nuclear charge is $Z$?}

The weights contain no logarithm and are unchanged. Since $\ln(x/\lambda)=\ln x-\ln\lambda$, the parts become $L_c-W_c\ln\lambda$ and $L_d-W_d\ln\lambda$, and the total is $\ln k_0-\ln\lambda$. For the hartree, $\lambda=2$:
\begin{equation}
\frac{2.3523730798}{2.3523730798-0.0613917046}=\frac{2.3523730798}{2.2909813752}=102.680\,\% .
\end{equation}
The share diverges as $\lambda\to k_0/\mathrm{Ry}$, where the total vanishes, so of the two fractions only $W_c$ is independent of the energy unit. For charge $Z$ the scaling $r\to r/Z$ multiplies $|\mathbf p|^2$ and $\Delta E$ each by $Z^2$, so $D=2Z^4$ and $w$ is unchanged. With $x$ in units of $Z^2$ Ry all results above carry over within the nonrelativistic model, which describes the ion only for $Z\alpha\ll1$.

\section*{Variation 2: no eigenstates}

\emph{Reduce $\ln k_0$ to a single integral using the resolvent.}

Direct integration gives $\ln x=\int_0^\infty[(\omega+\tfrac12)^{-1}-(\omega+\tfrac x2)^{-1}]d\omega$. The integrand has one sign for each $x$ and $\sum w|\ln x|$ is finite, so sum and integral may be exchanged:
\begin{equation}
\ln k_0=\int_0^\infty\Big[\frac1{\omega+\frac12}-\frac{F}{2}\Big]d\omega,\qquad F=\sum\frac{|\mathbf p|^2\Delta E}{\Delta E+\omega}=1-\omega J,\qquad J=\sum\frac{|\mathbf p|^2}{\Delta E+\omega}.
\end{equation}
Here $J=\int g\phi\,dr$ with $(H_1+\kappa^2/2)\phi=g$ and $\kappa^2=1+2\omega$. Laguerre's equation $yv''+(4-y)v'=-mv$ in \eqref{eq:op} gives $(H_1+\kappa^2/2)S_m=[\kappa(m+2)-1]S_m/r$. The $S_m$ (Coulomb Sturmians) are complete with weight $1/r$. Expand $\phi$ in them, project with \eqref{eq:norm} and insert \eqref{eq:O}. With $t=1/\kappa$, $b=1+t$, $z=q^2=(1-t)^2/b^2$,
\begin{equation}
J=\sum_m\frac{O_m^2(2\kappa)^4}{c_m[\kappa(m+2)-1]}=\frac{64t^5}{b^8}\sum_m\frac{c_mz^m}{m+2-t}.
\end{equation}
Put $\nu=m+2$, so $c_m=\nu^3-\nu$ and $c_m/(\nu-t)=\nu^2-1+t\nu+t^2-t(1-t^2)/(\nu-t)$. Write $\nu^2-1=(m+1)(m+2)+(m+1)$ and $\nu=(m+1)+1$. With $d=1/(1-z)=b^2/4t$, the sums of $z^m$, $(m+1)z^m$ and $(m+1)(m+2)z^m$ are $d$, $d^2$ and $2d^3$, so the polynomial part is $2d^3+bd^2+tbd=b^6/32t^3+b^5/16t^2+b^3/4$. With $\Phi=\sum_mz^m/(m+2-t)$ and $\omega=(1-t)b/2t^2$,
\begin{align}
J&=\frac{2t^2}{b^2}+\frac{4t^3}{b^3}+\frac{16t^5}{b^5}-\frac{64t^6(1-t)}{b^7}\Phi,\\
\omega J&=(1-t)\Big[\frac{1+3t}{b^2}+\frac{8t^3}{b^4}\Big]-\frac{32t^4(1-t)^2}{b^6}\Phi,\\
F&=\frac{4t^2}{b^2}-\frac{8t^3(1-t)}{b^4}+\frac{32t^4(1-t)^2}{b^6}\Phi,
\end{align}
because $b^2-(1-t)(1+3t)=4t^2$. At $\omega=10$ hartree this gives $F=0.109375316845$ bohr$^{-2}$, equal to the spectral sum over $w_n$ and \eqref{eq:dw}. Now $(\omega+\tfrac12)^{-1}=2t^2$, $d\omega=-dt/t^3$ and $2t^2(1-b^{-2})=2t^3(2+t)/b^2$, so
\begin{equation}
\ln k_0=\int_0^1\Big[\frac{2(2+t)}{b^2}+\frac{4(1-t)}{b^4}-\frac{16t(1-t)^2}{b^6}\Phi\Big]dt .
\end{equation}
In terms of $b\in[1,2]$, $\int2(1+b)b^{-2}db=1+2\ln2$ and $\int4(2-b)b^{-4}db=\tfrac73-\tfrac32=\tfrac56$. Since $m+2-t\ge m+1$, $\Phi\le-\ln(1-z)/z$, which grows only logarithmically as $t\to0$, so the last term is integrable. Numerically,
\begin{align}
\ln k_0&=\tfrac{11}6+2\ln2-16\int_0^1\frac{t(1-t)^2\Phi}{(1+t)^6}dt\nonumber\\
&=3.219627694453-0.235499138688=2.984128555765 .
\end{align}
This route uses neither the continuum wave function nor its normalization, and the program tests its agreement with the direct sum to $10^{-10}$.

\section*{Calculated quantities}
\begin{verbatim}
D = 2.0000000000 hartree^2/bohr^2 * bohr^2-free a.u. (p^2 x energy)
k=0.5 1/bohr: dw/dE ODE 0.2508561, formula 0.2508561 1/hartree
k=1.0 1/bohr: dw/dE ODE 0.1731791, formula 0.1731791 1/hartree
k=3.0 1/bohr: dw/dE ODE 0.0345081, formula 0.0345081 1/hartree
G0 = 16 exp(-4) = 0.2930502222 1/hartree
n=2: x=0.750000 Ry, w=0.0438957476, w ln x=-0.0126280196
n=3: x=0.888889 Ry, w=0.0117187500, w ln x=-0.0013802699
n=4: x=0.937500 Ry, w=0.0047775744, w ln x=-0.0003083376
n=5: x=0.960000 Ry, w=0.0024085458, w ln x=-0.0000983216
sum n=2..100: W = 0.067643306675, L = -0.014494880955
tail n>100: W = 1.450720e-05, L = -7.181504e-10
W_d = 0.067657813872
L_d = -0.014494881673
k 0-1 1/bohr: W = 0.1117090863, L = 0.0397866920
k 1-3 1/bohr: W = 0.2890747810, L = 0.4327056577
k 3-10 1/bohr: W = 0.3127913409, L = 1.0458996156
k 10-100 1/bohr: W = 0.1936977365, L = 1.1988018417
k 100-inf 1/bohr: W = 0.0250692414, L = 0.2814296304
W_c = 0.932342186128
L_c = 2.998623437439
sum w = 1.00000000000000; <p^2> = 1.00000000000000 1/bohr^2
TRK: discrete f = 0.5650041507, continuum f = 0.4349958493
K=1000 1/bohr: lost W 0.0025425 (estimate 0.0025465)
K=1000 1/bohr: lost L 0.0402147 (estimate 0.0402739)
omega=0.5 hartree: F spectral 0.610556257949, Sturmian 0.610556257949 1/bohr^2
omega=10.0 hartree: F spectral 0.109375316845, Sturmian 0.109375316845 1/bohr^2
omega=200.0 hartree: F spectral 0.008450739855, Sturmian 0.008450739855 1/bohr^2
11/6 + 2 ln 2 = 3.219627694453; 16*int = 0.235499138688
ln k0 (sum + integral) = 2.984128555765
ln k0 (resolvent)      = 2.984128555765
k0 = 19.769267 Ry = 9.884633 hartree = 268.975 eV
weight fraction: continuum 93.23422 %, discrete 6.76578 %
share of ln k0, Ry unit: continuum 100.48573 %, discrete -0.48573 %
hartree unit: L_d = -0.0613917046, L_c = 2.3523730798
hartree unit: total = 2.2909813752, continuum share 102.67971 %
\end{verbatim}
